# Band-energy form of the PAW total energy and its double-counting corrections

Hartree atomic units are used. Densities count electrons as positive, so a nucleus of charge \(Z\) is the density \(-Z\delta(\mathbf r)\). Write

\[
(a|b)=\iint\frac{a(\mathbf r)b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r',\qquad E_H[n]=\tfrac12(n|n),\qquad \int v_H[a]\,b=(a|b).
\]

## 1. Electrons with a Hartree interaction alone

Take orbitals \(\psi_n\) with fixed occupations \(f_n\), an external potential \(v\), and no exchange or correlation. The direct energy is

\[
E_{\rm dir}=T+\int vn+\tfrac12(n|n),\qquad T=\sum_n f_n\langle\psi_n|-\tfrac12\nabla^2|\psi_n\rangle .
\]

In an iterative solution, an input density \(n_{\rm in}\) builds the potential, and the normalized eigenfunctions of \(-\frac12\nabla^2+v+v_H[n_{\rm in}]\) give an output density \(n_{\rm out}\). Taking the expectation value in each eigenfunction and summing,

\[
\sum_n f_n\varepsilon_n=T_{\rm out}+\int v\,n_{\rm out}+(n_{\rm in}|n_{\rm out}).
\]

If \(n_{\rm in}=n_{\rm out}=n\), the last term is \((n|n)=2E_H[n]\): each eigenvalue contains the full repulsion between its electron and the whole density, so the sum counts the Hartree energy twice. One \(E_H\) must be removed. Removing it with the input density defines \(E_{\rm band}=\sum f\varepsilon-E_H[n_{\rm in}]\), and

\[
E_{\rm dir}[{\rm out}]-E_{\rm band}[{\rm in}]
=\tfrac12(n_{\rm out}|n_{\rm out})-(n_{\rm in}|n_{\rm out})+\tfrac12(n_{\rm in}|n_{\rm in})
=E_H[n_{\rm out}-n_{\rm in}].
\]

The two energies agree at self-consistency. Before that, they differ by the electrostatic energy of the density error, which is quadratic and non-negative in this model.

## 2. Any interaction functional

Let \(x\) be the variables that enter the interaction, and let the direct energy be \(T+G[x]\), with \(G\) twice differentiable. Suppose the Hamiltonian is built from the derivative \(G'[x_{\rm in}]\), and \(x\) is a sum of orbital contributions weighted by \(f_n\). Then

\[
\sum_n f_n\varepsilon_n=T_{\rm out}+G'[x_{\rm in}]\cdot x_{\rm out}. \tag{1}
\]

Define the double-counting (dc) correction as

\[
E_{\rm dc}[x]=G[x]-G'[x]\cdot x. \tag{2}
\]

With \(E_{\rm band}=\sum f\varepsilon+E_{\rm dc}[x_{\rm in}]\), subtraction gives

\[
E_{\rm dir}[x_{\rm out}]-E_{\rm band}[x_{\rm in}]
=G[x_{\rm out}]-G[x_{\rm in}]-G'[x_{\rm in}]\cdot(x_{\rm out}-x_{\rm in}). \tag{3}
\]

The right side is \(G\) minus its tangent at the input. It vanishes for \(x_{\rm out}=x_{\rm in}\) and otherwise starts at second order in \(x_{\rm out}-x_{\rm in}\).

Two limits check (2). If \(G\) is linear, \(E_{\rm dc}=0\), so an external potential needs no correction. If \(G\) is purely quadratic, with no linear or constant term, \(G'\cdot x=2G\) and \(E_{\rm dc}=-G\), as in section 1. For the projector augmented-wave (PAW) method it remains to identify \(x\) and \(G\), and to show that \(G'\) is the potential part of the PAW Hamiltonian.

## 3. The direct PAW energy

Around each atom, real partial waves \(\phi_i\) and smooth partners \(\tilde\phi_i\) agree in value and slope at the surface of a sphere \(\Omega\) and coincide outside. Spheres do not overlap. Projectors \(\tilde p_i\), confined to the sphere, satisfy \(\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij}\). The physical orbital is

\[
\psi_n=\tilde\psi_n+\sum_i(\phi_i-\tilde\phi_i)\langle\tilde p_i|\tilde\psi_n\rangle .
\]

If the partial waves are complete in the sphere, \(\tilde\psi_n=\sum_i\tilde\phi_i\langle\tilde p_i|\tilde\psi_n\rangle\) there. The expectation value of a local or semilocal operator, such as the density or the kinetic energy, then splits into a smooth part everywhere, plus a true and minus a smooth part inside the sphere. With

\[
\tilde n=\sum_n f_n|\tilde\psi_n|^2,\qquad
\rho_{ij}=\sum_n f_n\langle\tilde\psi_n|\tilde p_i\rangle\langle\tilde p_j|\tilde\psi_n\rangle,
\]

the valence density is \(\tilde n+\sum_a(n^1-\tilde n^1)\), where \(n^1=\sum\rho_{ij}\phi_i\phi_j\) and \(\tilde n^1=\sum\rho_{ij}\tilde\phi_i\tilde\phi_j\), both restricted to \(\Omega\). Site labels on one-centre quantities are suppressed.

**Kinetic energy.** The same split gives \(\tilde T+\sum_a\sum_{ij}K_{ij}\rho_{ij}\), with \(\tilde T=\sum f_n\langle\tilde\psi_n|-\frac12\nabla^2|\tilde\psi_n\rangle\) and

\[
K_{ij}=\tfrac12\int_\Omega(\nabla\phi_i\cdot\nabla\phi_j-\nabla\tilde\phi_i\cdot\nabla\tilde\phi_j).
\]

Using \(-\frac12\phi_i\nabla^2\phi_j\) instead changes each term by a surface integral of \(\phi_i\,\partial_r\phi_j\). These are equal for the true and smooth waves, so they cancel in \(K_{ij}\).

**Electrostatics.** The frozen core and nucleus form \(n_{Zc}=n_c-Z\delta\). Its smooth partner \(\tilde n_{Zc}\) has the same multipole moments and coincides with it outside \(\Omega\). A compensation charge \(\hat n=\sum\rho_{ij}\hat Q_{ij}(\mathbf r)\), confined to the spheres, is chosen so that \(\hat Q_{ij}\) has the multipole moments of \(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j\). Let

\[
\tilde n_T=\tilde n+\hat n+\tilde n_{Zc},\quad n_T^1=n^1+n_{Zc},\quad \tilde n_T^1=\tilde n^1+\hat n+\tilde n_{Zc},\quad d_a=n_T^1-\tilde n_T^1,
\]

where the one-centre densities contain only their own site's core and compensation charge. The full charge is \(\tilde n_T+\sum_ad_a\). Each \(d_a\) lies in its sphere and has no multipole moments, so it produces no potential outside. Hence \((d_a|d_b)=0\) for \(a\ne b\). Assume further that the core density of one site does not reach into the sphere of another; the exchange-correlation split below needs this as well. With complete partial waves \(\tilde n=\tilde n^1\) inside \(\Omega\), so the charge by which \(\tilde n_T\) differs from \(\tilde n_T^1\) lies outside the sphere. Its potential inside is a sum of terms \(r^LY_{LM}\), whose integral with \(d_a\) is a vanishing multipole moment. Therefore \((\tilde n_T|d_a)=(\tilde n_T^1|d_a)\), and

\[
E_H\Big[\tilde n_T+\sum_ad_a\Big]=E_H[\tilde n_T]+\sum_a\left\{(\tilde n_T^1|d_a)+\tfrac12(d_a|d_a)\right\}
=E_H[\tilde n_T]+\sum_a\left\{E_H[n_T^1]-E_H[\tilde n_T^1]\right\}.
\]

Expanding the squares separates valence terms from core-only terms. The latter are the inter-site energy \(U_{\rm ion}=\sum_{a<b}(\tilde n_{Zc}^a|\tilde n_{Zc}^b)\) and single-site constants, which are dropped with the core kinetic energy.

**Exchange and correlation.** For a local-density functional, the integral over space splits into the same three parts. The smooth core density \(\tilde n_c\) equals \(n_c\) outside \(\Omega\). In the convention used here, \(\hat n\) does not enter \(E_{xc}\).

Collecting terms, \(E_{\rm dir}=\tilde T+G[\tilde n,\rho]+U_{\rm ion}\), with

\[
\begin{aligned}
G={}&E_H[\tilde n+\hat n]+\int v_H[\tilde n_{Zc}](\tilde n+\hat n)+E_{xc}[\tilde n+\tilde n_c]\\
&+\sum_a\Big\{\sum_{ij}K_{ij}\rho_{ij}+E_H[n^1]+\int v_H[n_{Zc}]n^1+E_{xc}[n^1+n_c]\\
&\quad-E_H[\tilde n^1+\hat n]-\int v_H[\tilde n_{Zc}](\tilde n^1+\hat n)-E_{xc}[\tilde n^1+\tilde n_c]\Big\}.
\end{aligned}\tag{4}
\]

One-centre exchange-correlation integrals run over \(\Omega\). With a finite set of partial waves, (4) is an approximation to the all-electron energy and is taken as the definition of the PAW energy. What follows uses (4) itself and does not require completeness.

## 4. The Hamiltonian is the derivative of G

Define \(\tilde v_{es}=v_H[\tilde n_T]\), \(v^1_{es}=v_H[n^1_T]\) and \(\tilde v^1_{es}=v_H[\tilde n^1_T]\), and let \(\tilde v_{xc},v^1_{xc},\tilde v^1_{xc}\) be the derivatives of the three exchange-correlation terms. Varying \(\tilde n\) at fixed \(\rho\) gives

\[
\frac{\delta G}{\delta\tilde n}=\tilde v=\tilde v_{es}+\tilde v_{xc}.
\]

Varying \(\rho_{ij}\) changes \(n^1\) by \(\phi_i\phi_j\), \(\tilde n^1\) by \(\tilde\phi_i\tilde\phi_j\) and \(\hat n\) by \(\hat Q_{ij}\). Since \(\hat n\) appears in two places,

\[
\begin{aligned}
\frac{\partial G}{\partial\rho_{ij}}=D_{ij}={}&K_{ij}+\int\tilde v_{es}\hat Q_{ij}+\int_\Omega\phi_i(v^1_{es}+v^1_{xc})\phi_j\\
&-\int_\Omega\tilde\phi_i(\tilde v^1_{es}+\tilde v^1_{xc})\tilde\phi_j-\int\tilde v^1_{es}\hat Q_{ij}.
\end{aligned}\tag{5}
\]

With complete partial waves, orthonormality of the \(\psi_n\) becomes the following condition, which is kept as the definition of orthonormality for a finite set: \(\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}\), with \(S=1+\sum|\tilde p_i\rangle q_{ij}\langle\tilde p_j|\) and \(q_{ij}=\int_\Omega(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\). Varying \(\langle\tilde\psi_n|\) with Hermitian multipliers \(\Lambda_{mn}\) gives

\[
f_nH\tilde\psi_n=\sum_m\Lambda_{mn}S\tilde\psi_m,\qquad H=-\tfrac12\nabla^2+\tilde v+\sum_{a,ij}|\tilde p_i\rangle D_{ij}\langle\tilde p_j|.
\]

Projection on \(\tilde\psi_m\) gives \(\Lambda_{mn}=f_n\langle\tilde\psi_m|H|\tilde\psi_n\rangle\). Hermiticity of \(\Lambda\) then requires \((f_n-f_m)\langle\tilde\psi_m|H|\tilde\psi_n\rangle=0\), so \(H\) does not couple orbitals of different occupation. Orbitals of equal occupation can be rotated among themselves without changing \(\tilde n\) or \(\rho\), which makes \(\Lambda\) diagonal:

\[
H\tilde\psi_n=\varepsilon_nS\tilde\psi_n. \tag{6}
\]

**A check by shifting the potential.** Add a constant \(c\) to \(\tilde v_{es}\) alone. Because \(\int\hat Q_{ij}=q_{ij}\), equation (5) changes \(D_{ij}\) by \(cq_{ij}\), so \(H\) becomes \(H+cS\) and every \(\varepsilon_n\) rises by \(c\). The orbitals are unchanged, but \(\sum f\varepsilon\) rises by \(c\sum f_n\). Suppose a program fixes the zero of the potential differently from (4). If its double-counting correction does not contain the shift, as in the explicit form (7) below, this amount must be subtracted, or the band energy is wrong even at self-consistency. If the program instead evaluates \(G'\cdot x\) in (2) with the same shifted potential, the shift cancels at self-consistency without a separate subtraction.

## 5. The band form

Solve (6) with \(\tilde v\) and \(D_{ij}\) built from \(x_{\rm in}=(\tilde n_{\rm in},\rho_{\rm in})\). Multiplying by \(f_n\langle\tilde\psi_n|\) and summing gives

\[
\sum_nf_n\varepsilon_n=\tilde T_{\rm out}+\int\tilde v_{\rm in}\tilde n_{\rm out}+\sum_{a,ij}D_{ij}^{\rm in}\rho_{ij}^{\rm out},
\]

which is (1). For (2), set all quantities to the input and insert (5):

\[
\begin{aligned}
G'\cdot x={}&\int\tilde v_{es}(\tilde n+\hat n)+\int\tilde v_{xc}\tilde n\\
&+\sum_a\Big\{\sum_{ij}K_{ij}\rho_{ij}+\int(v^1_{es}+v^1_{xc})n^1-\int\tilde v^1_{es}(\tilde n^1+\hat n)-\int\tilde v^1_{xc}\tilde n^1\Big\}.
\end{aligned}
\]

Each electrostatic integral is twice a Hartree energy plus a core attraction; for example, \(\int\tilde v_{es}(\tilde n+\hat n)=2E_H[\tilde n+\hat n]+\int v_H[\tilde n_{Zc}](\tilde n+\hat n)\). In \(G-G'\cdot x\), the core attractions and \(K_{ij}\rho_{ij}\) cancel because they are linear, and one Hartree energy of each kind remains with reversed sign:

\[
\begin{aligned}
\tilde E_{\rm dc}&=-E_H[\tilde n+\hat n]+E_{xc}[\tilde n+\tilde n_c]-\int\tilde v_{xc}\tilde n,\\
E^1_{\rm dc}&=-E_H[n^1]+E_{xc}[n^1+n_c]-\int v^1_{xc}n^1,\\
\tilde E^1_{\rm dc}&=-E_H[\tilde n^1+\hat n]+E_{xc}[\tilde n^1+\tilde n_c]-\int\tilde v^1_{xc}\tilde n^1.
\end{aligned}\tag{7}
\]

The potential integrals contain valence densities alone, since the frozen core is not a variable. The band form is

\[
\boxed{E_{\rm band}=\sum_nf_n\varepsilon_n+\tilde E_{\rm dc}+\sum_a\left(E^1_{\rm dc}-\tilde E^1_{\rm dc}\right)+U_{\rm ion}}\tag{8}
\]

with all corrections evaluated at \(x_{\rm in}\). Equation (3) now applies, because \(U_{\rm ion}\) cancels in the difference. Its second-order estimate holds when the change in density is everywhere small compared with the density itself, because the second derivative of local exchange grows as \(n^{-2/3}\) and diverges where the density vanishes. At self-consistency \(E_{\rm dir}=E_{\rm band}\).

**Limit without augmentation.** If \(\phi_i=\tilde\phi_i\) and the smooth and true cores coincide, the required moments of \(\hat Q_{ij}\) vanish and \(\hat n\) can be set to zero. The one-centre corrections cancel, leaving \(-E_H[n]+E_{xc}[n+n_c]-\int v_{xc}n\). Without exchange and correlation, this is section 1.

**Mixing input and output.** Suppose the one-centre corrections are evaluated with \(\rho_{\rm out}\) and the smooth ones with the input. Let \(G_1(\rho)\) be the one-centre part of \(G\). Its correction is \(G_1-G_1'\cdot\rho\), whose first-order change is

\[
G_1'\cdot\delta\rho-G_1'\cdot\delta\rho-\rho\cdot G_1''\cdot\delta\rho=-\rho\cdot G_1''\cdot\delta\rho,
\qquad \delta\rho=\rho_{\rm out}-\rho_{\rm in}.
\]

This is generally nonzero, so the energy acquires a linear error. The consistent form (8) has none near self-consistency: \(E_{\rm dir}[x_{\rm out}]\) is stationary there, and (3) adds a second-order term.

## 6. The carbon cation

The example is C⁺ in the configuration 2s²2p¹, spherically averaged, non-relativistic and without spin polarization, with local-density exchange and a frozen 1s core. Correlation and multiplet structure are left out. The PAW data, with two partial waves per s and p channel, come from the neutral atom. The sphere radius is 1.3 bohr and the second partial wave lies 1 hartree above the first. The separate terms below depend on these choices and on how the waves and the core are smoothed; the total energy changes by up to about \(10^{-6}\) hartree for radii from 1.0 to 1.6 bohr or second-wave energies 0.5 to 2 hartree above the first. There is one site, so \(U_{\rm ion}=0\), and \(\hat n\) is spherical. The energies omit core-only constants but keep the core exchange inside \(E_{xc}\). Six decimals are kept to check the bookkeeping; they do not express physical accuracy. On a different radial mesh single terms move by up to \(3\times10^{-6}\) hartree, while the totals and eigenvalues keep the digits shown.

The one-centre kinetic entries below are evaluated as \(\tfrac12\int_0^R u_i'u_j'\,dr\) plus the centrifugal term, where \(u_i\) is \(r\) times the radial function and \(R\) is the sphere radius. Since \((u_i'-u_i/r)(u_j'-u_j/r)=u_i'u_j'-(u_iu_j/r)'\), this exceeds the gradient form of section 3 by \(u_i(R)u_j(R)/2R\), the same for true and smooth waves, so only the difference of the two entries is independent of the convention. The terms of the direct form, in hartree, are:

| Term | Smooth | True one-centre | Smooth one-centre |
|---|---:|---:|---:|
| Kinetic | 2.050682 | 4.797916 | 1.549885 |
| Hartree | 2.741587 | 0.865460 | 0.866140 |
| Core potential | −9.378784 | −8.122306 | −5.724322 |
| Exchange | −0.924795 | −3.695971 | −0.553868 |
| Sum | −5.511310 | −6.154901 | −3.862165 |

\[
E_{\rm dir}=-5.511310-6.154901+3.862165=-7.804046 .
\]

For the band form, the eigenvalues −0.890011 (2s) and −0.579943 (2p) give \(\sum f\varepsilon=-2.359966\). Equation (7) gives

\[
\begin{aligned}
\tilde E_{\rm dc}&=-2.741587-0.924795+1.230864=-2.435518,\\
E^1_{\rm dc}&=-0.865460-3.695971+0.869274=-3.692156,\\
\tilde E^1_{\rm dc}&=-0.866140-0.553868+0.736414=-0.683594,
\end{aligned}
\]

\[
E_{\rm band}=-2.359966-2.435518-3.692156+0.683594=-7.804046 .
\]

Last digits may differ by one because the terms are rounded separately. The unrounded totals differ by \(1.9\times10^{-12}\) hartree. The one-centre corrections together contribute −3.008563 hartree. Their Hartree parts nearly cancel (+0.000680 hartree); the rest comes from the exchange terms, which include the constant exchange energy of the frozen core, so this figure does not measure how strongly the corrections depend on the valence density. The same constant is contained in \(E_{\rm dir}\), so it must be either kept in both forms or removed from both.

Starting from the neutral-atom orbitals with the occupations of the cation, and mixing 0.4 of the output into the input at each step, the two forms approach each other:

| Iteration | Direct, output | Band, input | Difference |
|---:|---:|---:|---:|
| 1 | −7.798763 | −7.818755 | \(2.00\times10^{-2}\) |
| 2 | −7.802940 | −7.807030 | \(4.09\times10^{-3}\) |
| 4 | −7.804001 | −7.804161 | \(1.59\times10^{-4}\) |
| 8 | −7.804046 | −7.804046 | \(8.98\times10^{-8}\) |

In these rows the band energy approaches the converged value from below and the direct energy from above. This is an observation for this run: the one-centre difference and exchange can contribute negative terms to (3), so the sign found in section 1 is not guaranteed.

The orders of the errors were tested by moving \(\lambda\) electrons from 2s to 2p in the converged input. For \(\lambda=0.02\) and \(0.01\), the difference between the two forms is \(1.93\times10^{-7}\) and \(4.81\times10^{-8}\) hartree, a ratio of 4.00, as expected for a quadratic error. Evaluating the one-centre corrections with \(\rho_{\rm out}\) gives errors of \(-5.30\times10^{-4}\) and \(-2.65\times10^{-4}\) hartree relative to the converged energy, a ratio of 2.00, as expected for a linear one.

Equality of the two forms does not show that (4) represents the atom well. For that, a separate frozen-core all-electron calculation gives −7.804047 hartree for C⁺, within about \(10^{-6}\) hartree of PAW. Subtracting the neutral atom's PAW energy, −8.162073 hartree, gives an ionization energy of 0.3580 hartree, or 9.74 eV, within this exchange-only spherical model. The numerical check also compares \(\tilde v\) and \(D_{ij}\) with finite differences of \(G\); it does not cover several sites or higher multipoles, for which the derivation above stands by itself.

## Values computed for the example and the checks

```
Sphere radius 1.3 bohr, box 20.0 bohr, 99 nodes
Second partial wave: 1.0 hartree above the first
AE carbon atom total energy: -37.053605 hartree
AE virial E/T: -1.000000000
All energies below in hartree; valence energies, frozen core
C  eps 2s, 2p  PAW: -0.457383 -0.157952
C  eps 2s, 2p  AE : -0.457383 -0.157952
C+ eps 2s, 2p  PAW: -0.890011 -0.579943
C+ eps 2s, 2p  AE : -0.890006 -0.579941
C+ direct form, terms:
  smooth orbital kinetic: 2.050682
  smooth Hartree: 2.741587
  smooth core potential: -9.378784
  smooth exchange: -0.924795
  AE one-centre kinetic: 4.797916
  AE one-centre Hartree: 0.865460
  AE one-centre core potential: -8.122306
  AE one-centre exchange: -3.695971
  smooth one-centre kinetic: 1.549885
  smooth one-centre Hartree: 0.866140
  smooth one-centre core potential: -5.724322
  smooth one-centre exchange: -0.553868
  direct total: -7.80404641
C+ band form, terms:
  sum of f*eps: -2.359966
  smooth integral vx*n: -1.230864
  smooth dc: -2.435518
  AE one-centre integral vx*n: -0.869274
  AE one-centre dc: -3.692156
  smooth one-centre integral vx*n: -0.736414
  smooth one-centre dc: -0.683594
  one-centre dc difference: -3.008563
  band total: -7.80404641
  |direct - band|: 1.9e-12
C+ iteration: direct(out), band(in), direct - band
  1: -7.79876257 -7.81875499 2.00e-02
  2: -7.80293974 -7.80703028 4.09e-03
  4: -7.80400133 -7.80416075 1.59e-04
  8: -7.80404633 -7.80404642 8.98e-08
Iterations to self-consistency: 37
Input displaced by lam electrons 2s->2p: gap, mixed-form error
  lam=0.02: 1.9271e-07 -5.3008e-04
  lam=0.01: 4.8141e-08 -2.6518e-04
  ratios: 4.003 1.999
Largest finite-difference error of potentials: 1.1e-10
C  energy PAW, AE: -8.162073 -8.162073
C+ energy PAW, AE: -7.804046 -7.804047
Ionization energy PAW: 0.358027 hartree = 9.742 eV
Ionization energy AE : 0.358026 hartree = 9.742 eV
```
